# The DFT+Sigma correction matrix in a non-orthogonal atomic basis

## What goes wrong without the correction

Take pyrazine in PBE with the 6-31G basis. The highest occupied orbital (HOMO) lies at −5.33 eV and the lowest empty one (LUMO) at −2.32 eV, a gap of 3.0 eV. Total-energy differences in the same approximation give 8.70 eV to remove an electron and −0.90 eV for the affinity, a gap of 9.6 eV. A transport calculation that uses the orbital energies as charging levels puts them too close to the Fermi level. In the model junction below, this raises the conductance sixtyfold. The factor depends on the basis and the contact: with 6-31+G* and the same corrected HOMO and LUMO energies it is about nine, and with 6-31G and the contact bond tilted by 45° instead of 30° it is about 21.

The remedy is to shift the molecular levels and keep the orbitals. In an atomic basis the functions overlap, and the obvious matrix, \(\sum_n\Delta_n c_nc_n^\dagger\), does not do it. For pyrazine it puts the HOMO at −6.65 eV when −7.70 eV was asked for. The task is to find the matrix that does what was asked.

Atomic units are used in the algebra. Spin is not written, and the dagger allows complex coefficients.

## One function

Let a single basis function have norm \(s>0\) and Hamiltonian element \(h\). The level follows from \(hc=e\,sc\), so \(e=h/s\), and normalization \(c^*sc=1\) gives \(|c|^2=1/s\). To move the level by \(\Delta\), add \(\sigma\) with
\[
h+\sigma=(e+\Delta)s\quad\Rightarrow\quad \sigma=\Delta s=s\,c\,\Delta\,c^*s .
\]
The last form has one overlap on each side. Without them one would add \(\Delta|c|^2=\Delta/s\), which moves the level by \(\Delta/s^2\). The two agree at \(s=1\), where the difference is invisible.

## Two functions

Now take two equivalent normalized functions with real overlap \(s\), \(|s|<1\):
\[
H=\begin{pmatrix}\alpha&\beta\\ \beta&\alpha\end{pmatrix},\quad
S=\begin{pmatrix}1&s\\ s&1\end{pmatrix},\quad
c_\pm=\frac{1}{\sqrt{2(1\pm s)}}\begin{pmatrix}1\\ \pm1\end{pmatrix}.
\]
Since \(Sc_\pm=(1\pm s)c_\pm\) and \(Hc_\pm=(\alpha\pm\beta)c_\pm\), the levels are \(e_\pm=(\alpha\pm\beta)/(1\pm s)\). Putting an overlap on each side again gives
\[
\Sigma=\sum_\pm\Delta_\pm Sc_\pm c_\pm^TS
=\sum_\pm\frac{\Delta_\pm(1\pm s)}{2}\begin{pmatrix}1&\pm1\\ \pm1&1\end{pmatrix}.
\]
The matrix on the right multiplies \(c_\pm\) by 2 and annihilates the other vector. Hence \(\Sigma c_\pm=\Delta_\pm(1\pm s)c_\pm=\Delta_\pm Sc_\pm\), as required.

Without the overlaps, \(c_\pm^Tc_\pm=1/(1\pm s)\) gives
\[
\Delta_\pm c_\pm c_\pm^Tc_\pm=\frac{\Delta_\pm}{1\pm s}c_\pm=\frac{\Delta_\pm}{(1\pm s)^2}Sc_\pm .
\]
For \(s=0.2\) the bonding level receives 0.69 of its shift and the antibonding level 1.56. Symmetry protects the orbitals here; in general they mix too.

Two limits are useful. For \(s\to0\) the two matrices coincide. For \(\Delta_+=\Delta_-=\Delta\), the diagonal of \(\Sigma\) is \(\Delta\) and the off-diagonal element is \(\Delta s\), so \(\Sigma=\Delta S\). Even a uniform shift must change off-diagonal elements.

## Any molecular subblock

Let m denote the basis functions on the molecule. The Hermitian subblock \(H_{mm}\) and the positive definite overlap \(S_{mm}\) define
\[
H_{mm}c_n=e_nS_{mm}c_n,\qquad c_n^\dagger S_{mm}c_k=\delta_{nk}.
\]
There are as many vectors as functions. Collected as columns, they form a square matrix \(C\) with \(C^\dagger S_{mm}C=1\). Therefore
\[
C^{-1}=C^\dagger S_{mm},\qquad CC^\dagger=S_{mm}^{-1}.
\]
The second relation follows from \(CC^{-1}=CC^\dagger S_{mm}=1\).

We want a matrix \(\Sigma\) for which each \(c_n\) remains an eigenvector with its level moved by a real \(\Delta_n\):
\[
(H_{mm}+\Sigma)c_n=(e_n+\Delta_n)S_{mm}c_n .
\]
Subtracting the original equation leaves \(\Sigma c_n=\Delta_nS_{mm}c_n\). For all \(n\) together, with \(\Delta=\mathrm{diag}(\Delta_n)\), this is \(\Sigma C=S_{mm}C\Delta\). Multiplying from the right by \(C^{-1}\) gives
\[
\boxed{\Sigma=S_{mm}\,C\,\Delta\,C^\dagger S_{mm}}
\]
Each step can be reversed, so this matrix meets the demand and no other does. It is Hermitian because \(\Delta\) is real and \(S_{mm}\) Hermitian. Levels may cross: a shift belongs to an orbital, not to a place in the energy order.

The general failure of \(C\Delta C^\dagger\) is seen by writing it between the orbitals. With \(M=C^\dagger C\), its matrix is \(M\Delta M\), whereas \(C^\dagger\Sigma C=\Delta\). If \(M\neq1\), the diagonal elements are generally wrong and off-diagonal ones mix the orbitals.

**Degenerate levels.** Vectors within a degenerate level may be rotated by any unitary \(U\). Their part of \(\Sigma\) contains \(U\Delta U^\dagger\). If the shifts in the level are equal, this is \(\Delta\) again. If they differ, \(\Sigma\) depends on an arbitrary choice of vectors. Equal shifts within each degenerate level are thus a condition for a well-defined correction.

**Change of basis.** Replace the molecular functions by combinations with an invertible matrix \(T\). Then \(S'=T^\dagger S_{mm}T\) and \(C'=T^{-1}C\), so
\[
\Sigma'=S'C'\Delta C'^\dagger S'=T^\dagger\Sigma T .
\]
This is how \(H_{mm}\) itself transforms, so the correction does not depend on how the same molecular space is described.

**Energy zero.** Moving the zero by \(a\) replaces \(H_{mm}\) by \(H_{mm}+aS_{mm}\). The vectors are unchanged and so is \(\Sigma\).

**Two shifts.** Usually all occupied levels receive \(\Delta_o\) and all empty ones \(\Delta_u\). Let \(P=C_oC_o^\dagger\), built from the occupied vectors; for a closed shell it is half the spin-summed density matrix. Completeness gives \(C_uC_u^\dagger=S_{mm}^{-1}-P\), and hence
\[
\Sigma=\Delta_oS_{mm}PS_{mm}+\Delta_uS_{mm}(S_{mm}^{-1}-P)S_{mm}
=\Delta_uS_{mm}+(\Delta_o-\Delta_u)S_{mm}PS_{mm}.
\]
For equal shifts the second term vanishes and the uniform limit \(\Delta S_{mm}\) returns.

## Attaching the electrodes: which operator was added?

In the junction, \(\Sigma\) is added to the mm block and the other blocks are left alone. Because molecular and electrode functions overlap, this is not the same as adding the operator \(\hat W=\sum_n\Delta_n|\psi_n\rangle\langle\psi_n|\), with \(\psi_n=\sum_{i\in m}\phi_ic_{in}\). For any basis functions \(a,b\) of the junction, \(\langle\phi_a|\psi_n\rangle=\sum_iS_{ai}c_{in}\), so
\[
W_{ab}=\big(S_{am}\,C\Delta C^\dagger\,S_{mb}\big).
\]
Its mm block is \(\Sigma\), but it also has contact and electrode elements.

The block correction belongs to a different operator. Define dual functions \(\tilde\phi_a=\sum_b\phi_b(S^{-1})_{ba}\) with the overlap of the whole junction, so that \(\langle\phi_a|\tilde\phi_b\rangle=\delta_{ab}\). Then \(\sum_{ij\in m}|\tilde\phi_i\rangle\Sigma_{ij}\langle\tilde\phi_j|\) has the elements \(\Sigma_{ij}\) in the mm block and zero elsewhere.

Both operators shift the isolated subblock rigidly, so that demand cannot choose between them. They differ in the contact. Let l denote electrode functions and \(S_{nl}=c_n^\dagger S_{ml}\), \(H_{nl}=c_n^\dagger H_{ml}\). The coupling of orbital \(n\) at energy \(E\) is
\[
\text{block: } ES_{nl}-H_{nl},\qquad
\text{projector: } (E-\Delta_n)S_{nl}-H_{nl},
\]
the second because \(c_n^\dagger W_{ml}=\Delta_nS_{nl}\). At the shifted level \(E=e_n+\Delta_n\) the projector form restores the original coupling \(e_nS_{nl}-H_{nl}\); the block form does not. If \(S_{ml}=0\), the difference disappears. What follows uses the block form unless stated otherwise.

## How rigid is the shift in the junction?

Write \(h=ES_{ml}-H_{ml}\) and let \(g\) be the retarded Green function of the separate electrodes. The molecular column of \((ES-H-\Sigma)G=1\) reads
\[
(ES_{mm}-H_{mm}-\Sigma)G_{mm}+hG_{lm}=1,\qquad
h^\dagger G_{mm}+g^{-1}G_{lm}=0 .
\]
The second equation gives \(G_{lm}=-gh^\dagger G_{mm}\). Inserted in the first,
\[
G_{mm}=\big[ES_{mm}-H_{mm}-\Sigma-hgh^\dagger\big]^{-1}.
\]
With no direct link between the electrodes, \(hgh^\dagger\) is a sum of a left and a right term.

In the basis of the \(c_n\), the bracket is \((E-x_n)\delta_{nk}-h_ngh_k^\dagger\), where \(x_n=e_n+\Delta_n\) and \(h_n=c_n^\dagger h\). For weak contact and a level away from other levels, off-diagonal terms act at fourth order in \(h\). For finite electrodes with orthonormal states at \(\varepsilon_l\), the second-order result is
\[
E_n\simeq x_n+\sum_l\frac{|x_nS_{nl}-H_{nl}|^2}{x_n-\varepsilon_l}.
\]
Both numerator and denominator are taken at the shifted energy. The resonance therefore moves by \(\Delta_n\) plus a change in its contact shift. Rigidity returns as the contact is removed.

## Choosing the shifts

Let \(I\) and \(A\) be the ionization energy and affinity of the free molecule. Between metal surfaces both charged states are lowered by an image energy \(W\), so \(I\to I-W\) and \(A\to A+W\). The target levels are minus these energies:
\[
\Delta_o=-I-e_{\rm HOMO}+W,\qquad \Delta_u=-A-e_{\rm LUMO}-W .
\]
For a unit point charge midway between ideal conducting planes a distance \(L\) apart, the images lie at distances \(jL\) on both sides with signs \((-1)^j\). Their potential at the charge is \((2/L)\sum_{j\ge1}(-1)^j/j=-2\ln2/L\). The energy is half the charge times this induced potential, because the induced charge grows with the charge itself. Thus \(W=\ln2/L\), which vanishes for distant planes.

For pyrazine I used bond lengths CN 1.34, CC 1.40 and CH 1.09 angstrom and a CNC angle of 116°, held fixed for the ions. With \(L=10\) angstrom, \(W=0.998\) eV, and
\[
\Delta_o=-8.702+5.334+0.998=-2.370\ \text{eV},
\]
\[
\Delta_u=0.902+2.319-0.998=2.223\ \text{eV}.
\]
The corrected levels are −7.70 and −0.10 eV. The negative affinity needs care. In this basis the anion lies above the neutral molecule, and the limited basis keeps the added electron from leaving. 6-31G has no diffuse functions, and adding them may change the affinity noticeably. These are PBE energy differences, not measured levels, and they are not converged with respect to the basis. With 6-31+G* the PBE HOMO and LUMO lie at −5.83 and −2.60 eV, and the ionization energy is 9.01 eV.

## A contact that can be solved

Each electrode is a chain with one orthonormal s orbital per site, site energy \(E_F=-4.5\) eV and hopping \(t=-3\) eV. The end orbital is a Gaussian of exponent 0.15 bohr\(^{-2}\), 2.4 angstrom from a nitrogen atom, with the bond tilted 30° out of the ring plane. The two ends are related by inversion. Their overlaps with the molecular basis are integrals over the Gaussians. The contact Hamiltonian is a model rule, \(H_{ml}=(E_F+v)S_{ml}\) with \(v=-5\) eV, giving \(h=(E-E_F-v)S_{ml}\).

Removing one site of a half-infinite chain leaves the same chain, so its end Green function obeys \(g=1/(E-E_F-t^2g)\). With \(E-E_F=2t\cos k\), the retarded solution is \(g=e^{ik}/t\), since \(2t\cos k-te^{ik}=te^{-ik}\). For \(t<0\) and \(0<k<\pi\), \(\mathrm{Im}\,g<0\). To lowest order in the contact, the width of level \(n\) is
\[
\Gamma_n(E)=-2\,\mathrm{Im}\,g\,(|h_{nL}|^2+|h_{nR}|^2)
=\frac{2\sin k}{|t|}(E-E_F-v)^2(|S_{nL}|^2+|S_{nR}|^2).
\]
The HOMO width is 0.328 eV at \(E_F\). At the corrected HOMO, 3.204 eV lower, \(\sin k=0.845\) and the width becomes
\[
0.328\times0.845\times(5-3.204)^2/5^2=0.036\ \text{eV}.
\]
At the PBE HOMO energy it is 0.226 eV. For the LUMO the formula instead gives 0.130 and 0.163 eV at its PBE and corrected energies. The resonance lines of the full junction confirm the HOMO values (0.229 and 0.036 eV). For the LUMO they are 0.133 and 0.138 eV wide, with the corrected peak at −0.007 eV, so there the lowest-order formula overstates the growth. The orbitals have not changed; the energy at which their coupling is sampled has. The size of this effect belongs to the contact rule, whose coupling vanishes at \(E_F+v=-9.5\) eV.

For the transmission, send a unit wave \(e^{ikj}\) along the left chain, \(j\le0\). If the chain is cut off, the wave must vanish at \(j=1\), so its end amplitude is \(\psi_L^0=1-e^{2ik}\), of modulus \(2\sin k\). With the molecule attached,
\[
\psi_L=\psi_L^0-gh_L^\dagger\psi_m,\qquad \psi_R=-gh_R^\dagger\psi_m .
\]
The molecular equation then gives \(\psi_m=-G_{mm}h_L\psi_L^0\). The chains have equal velocities, so the transmission is
\[
\mathcal T=|\psi_R|^2=\frac{4\sin^2k}{t^2}\,|h_R^\dagger G_{mm}h_L|^2 .
\]
Solving the linear equations at \(E_F\) gives \(1.36\times10^{-2}\) with PBE levels and \(2.26\times10^{-4}\) after correction. Times the conductance quantum, these are 1.05 and 0.0175 microsiemens.

How much of this factor of 60 comes from the HOMO moving away? Far from resonance and at leading order,
\[
h_R^\dagger G_{mm}h_L\simeq\sum_n\frac{h_{nR}^*h_{nL}}{E_F-x_n}.
\]
By inversion \(|h_{nL}|=|h_{nR}|\), so one level alone gives \([\Gamma_n/2(E_F-x_n)]^2\). For the HOMO this is \((0.164/0.834)^2=0.039\) before and \((0.164/3.204)^2=0.0026\) after, a factor of 15. Both exceed the full transmission. Within this leading-order picture, the other orbitals must therefore interfere destructively. The sum allows this: even and odd orbitals enter with opposite signs on the same side of \(E_F\). After correction, the HOMO contributes 0.0513 to an amplitude whose square is the transmission, the other occupied orbitals together −0.0435, and the empty ones 0.0073. The other occupied orbitals thus do the cancelling.

## What the number depends on

The corrected transmission, in units of \(10^{-4}\), changes from 2.26 as follows, with everything else held fixed:

- Planes at 8 or 12 angstrom: 2.9 or 1.9.
- Image energies with the added charge spread over the atoms by Mulliken weights of the HOMO or LUMO: 2.3.
- Empty levels 0.5 eV lower, a trial value, since the affinity with diffuse functions was not computed: 2.5.
- Averaging over the Fermi window at 300 K: no change at this precision.
- The 6-31+G* basis, with the corrected HOMO and LUMO at the same energies: 8.8.
- Shifting the HOMO and LUMO alone: 12.5.
- The projector operator in all blocks: 0.88.

The contact matters too. With the bond tilted by 0° or 45° instead of 30°, the corrected transmission is 0.36 or 5.7, and the correction lowers the PBE value by a factor of about 415 or 21 instead of 60. At 0° the end orbitals lie in the ring plane, so by symmetry the \(\pi\) orbitals do not couple to them. Changing \(v\) to −4 or −6 eV gives 0.93 or 4.7, but leaves the factor near 60. An end-orbital exponent of 0.12 or 0.20 bohr\(^{-2}\) instead of 0.15 gives 1.4 or 2.1, with a factor of about 106 or 40.

Within the list, the last three changes matter most. The larger basis raises the result by a factor of 3.9. It also changes the contact, since the contact rule follows the overlap: 69% of the norm of an end orbital lies in the space of the 6-31+G* molecular functions, against 17% for 6-31G. Shifting all levels instead of the HOMO and LUMO alone lowers it by a factor of 5.5. Most of this comes from the level just below the HOMO: shifting it as well already gives 3.3. Orbitals other than the HOMO and LUMO have no direct claim to the frontier shifts, so treating them alike is an assumption. The choice of operator changes the result by a factor of 2.6. The projector form strengthens the HOMO contact at \(E_F\), from 5 to \(5+2.37=7.37\) eV times the overlap, and still lowers the total. With the added contact elements alone, the result would rise to 3.6, and the on-site electrode elements (0.21 eV) only bring it to 3.4. The fall comes from the element \(W_{LR}=-0.014\) eV, a direct link between the two end orbitals that the projector creates: with it and the contact elements the result is 0.92.

Charge transfer was estimated with finite chains of 100 sites on each side, the end orbital included, and a Fermi function of width 0.1 eV. By Mulliken count the molecule loses 0.096 electron with PBE levels and gains 0.032 after correction. Taking \(\Delta_u-\Delta_o=4.59\) eV as a rough charging energy, the latter would raise the levels by about 0.15 eV. This is small beside the 3.2 eV to the HOMO, but it leaves out the dipole of a real bond.

For comparison, consider pyrazine between gold tips. A Fermi level 4.5 eV below vacuum is a reasonable rough value for gold covered by molecules, whose clean work function is about 5 eV; the contact bond is on the long side. The level alignment is less certain. The LUMO here lies 4.4 eV above \(E_F\), but the model has no self-consistent interface potential, which in a real contact can move the levels. With the LUMO width of 0.068 eV at \(E_F\) held fixed, that orbital alone gives \((0.034/4.40)^2=6\times10^{-5}\). Were the interface to bring it to 1.5 eV, it would give \(5\times10^{-4}\), about nine times more. The computed conductance is thus a result for this contact model and basis, not a forecast for a gold junction.
